# Stress-fluctuation formula for elastic constants and its zero-temperature limit, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The formula and its derivation in configuration space

For $N$ classical nuclei in a periodic cell of volume $V$ at temperature $T$, the isothermal elastic constants, defined as second derivatives of the Helmholtz energy $A$ with respect to the Lagrangian strain $\eta$ divided by the volume $V$, are averages over the unstrained cell:

$$C_{ijkl}=\langle C^{B}_{ijkl}\rangle-\frac{V}{T}\,\mathrm{cov}(\sigma^U_{ij},\sigma^U_{kl})+\frac{NT}{V}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).\tag{1}$$

Here $\sigma^U=V^{-1}\partial U/\partial\eta$ is the stress of the potential energy $U$, $C^B=V^{-1}\partial^2U/\partial\eta\,\partial\eta$ is the Born term, both taken with the nuclei carried along by the strain, and $\mathrm{cov}(f,g)=\langle fg\rangle-\langle f\rangle\langle g\rangle$. If the covariance is taken of the full stress, momenta included, the coefficient of the last term is $2NT/V$ instead. When the canonical weight collapses onto one nondegenerate minimum as $T\to0$, the last term vanishes and the covariance term tends to a finite limit,

$$C(T\to0)=C^B-\frac1V\,\Lambda H^{+}\Lambda^{\mathsf T},\tag{2}$$

where $H$ is the force-constant matrix of the cell, $H^+$ its inverse on the space of non-translational displacements, and $\Lambda$ the mixed derivative of $U$ with respect to strain and displacement. The subtracted term is the static internal-relaxation correction.

### Conventions

The algebra uses atomic units with $\hbar=k_B=1$, so $T$ is an energy. The nuclei have masses $m_I$ and move on a smooth surface $U$, for instance a Born–Oppenheimer surface, which depends on the positions $\mathbf r_I$ and on the cell vectors and is unchanged when cell and nuclei are rotated together or when all nuclei are translated together. A homogeneous deformation $F$, a $3\times3$ matrix with positive determinant, carries the cell vectors and a reference point $\mathbf X$ to $F\mathbf X$. The Lagrangian strain is defined by $F^{\mathsf T}F=1+2\eta$.

Every such $F$ has the polar form $F=R\,(1+2\eta)^{1/2}$ with $R$ a rotation. By rotation invariance the energy of nuclei at $\mathbf r_I=F\mathbf X_I$ in the deformed cell does not depend on $R$, so it is a function $U(X,\eta)$ of the reference coordinates $X=\{\mathbf X_I\}$ and the strain. Strain derivatives of $U$ below are taken at fixed $X$.

Because $\eta$ is symmetric, it is expanded in six matrices, $\eta=\sum_\alpha e_\alpha E_\alpha$. The matrices $E_1,E_2,E_3$ have a single entry 1 at $xx$, $yy$, $zz$; $E_4$ has entries $\tfrac12$ at $yz$ and $zy$, and $E_5,E_6$ likewise at $xz$ and $xy$. A subscript $\alpha$ on a function means $\partial/\partial e_\alpha$ at $e=0$, and

$$\sigma_\alpha=\frac{A_\alpha}{V},\qquad C_{\alpha\beta}=\frac{A_{\alpha\beta}}{V},\qquad \sigma^U_\alpha=\frac{U_\alpha}{V},\qquad C^B_{\alpha\beta}=\frac{U_{\alpha\beta}}{V},$$

with $V$ the unstrained volume. Tension is positive, so a hydrostatic pressure $P$ is $\sigma_1=\sigma_2=\sigma_3=-P$. Tensor and Voigt components are linked by $C_{\alpha\beta}=C_{ijkl}(E_\alpha)_{ij}(E_\beta)_{kl}$, which gives $C_{11}=C_{xxxx}$, $C_{12}=C_{xxyy}$ and $C_{44}=4\cdot\tfrac14C_{yzyz}=C_{yzyz}$. The same contraction of $\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}$ gives

$$I_{\alpha\beta}=2\,\mathrm{tr}(E_\alpha E_\beta),\qquad I_{11}=2,\quad I_{12}=0,\quad I_{44}=2\left(\tfrac14+\tfrac14\right)=1 .$$

### First derivation: change of variables in the configuration integral

The canonical partition function of the deformed cell is

$$Z(\eta)=c_0\int d^{3N}p\;e^{-K/T}\int d^{3N}r\;e^{-U/T},\qquad K=\sum_I\frac{\mathbf p_I^2}{2m_I},$$

where $c_0$ holds $(2\pi)^{-3N}$ and the factorials for identical nuclei, and each $\mathbf r_I$ runs over the deformed cell. The momentum integral is a number that depends on $T$ and the masses and not on the cell. In the position integral the strain sits both in the integrand and in the domain. The substitution $\mathbf r_I=F\mathbf X_I$ maps the domain onto the fixed reference cell, with a Jacobian $\det F$ for each nucleus:

$$A(\eta)=-T\ln Z=-NT\ln\det F-T\ln Q(\eta)+\text{const},\qquad Q(\eta)=\int d^{3N}X\,e^{-U(X,\eta)/T}.\tag{3}$$

For the Jacobian, $(\det F)^2=\det(F^{\mathsf T}F)=\det(1+2\eta)$. For a symmetric positive matrix $\ln\det=\mathrm{tr}\ln$, since both are the sum of the logarithms of the eigenvalues, and $\ln(1+z)=z-z^2/2+\dots$ with $z=2\eta$ gives

$$\ln\det F=\tfrac12\,\mathrm{tr}(2\eta-2\eta^2+\dots)=\mathrm{tr}\,\eta-\mathrm{tr}\,\eta^2+O(\eta^3).\tag{4}$$

Since $\mathrm{tr}\,\eta^2=\sum e_\alpha e_\beta\,\mathrm{tr}(E_\alpha E_\beta)$, its second derivative is $I_{\alpha\beta}$. The Jacobian term of (3) therefore contributes $-NT\,\mathrm{tr}E_\alpha$ to $A_\alpha$ and $+NT\,I_{\alpha\beta}$ to $A_{\alpha\beta}$.

In $Q$ the domain is fixed, so the derivative passes under the integral. With $\langle f\rangle=Q^{-1}\int f\,e^{-U/T}$,

$$\partial_\alpha(-T\ln Q)=-\frac{T}{Q}\int\left(-\frac{U_\alpha}{T}\right)e^{-U/T}=\langle U_\alpha\rangle .$$

A second derivative acts on three factors, namely $U_\alpha$, the exponential and $1/Q$. The first gives $\langle U_{\alpha\beta}\rangle$, the second $-\langle U_\alpha U_\beta\rangle/T$, and the third $-\langle U_\alpha\rangle Q_\beta/Q=+\langle U_\alpha\rangle\langle U_\beta\rangle/T$, because $Q_\beta/Q=-\langle U_\beta\rangle/T$. Together,

$$\partial_\alpha\partial_\beta(-T\ln Q)=\langle U_{\alpha\beta}\rangle-\frac1T\,\mathrm{cov}(U_\alpha,U_\beta).\tag{5}$$

Adding the Jacobian terms, dividing by $V$ and using $\mathrm{cov}(U_\alpha,U_\beta)=V^2\mathrm{cov}(\sigma^U_\alpha,\sigma^U_\beta)$,

$$\sigma_\alpha=\langle\sigma^U_\alpha\rangle-\frac{NT}{V}\mathrm{tr}E_\alpha,\qquad C_{\alpha\beta}=\langle C^B_{\alpha\beta}\rangle-\frac VT\,\mathrm{cov}(\sigma^U_\alpha,\sigma^U_\beta)+\frac{NT}{V}I_{\alpha\beta},\tag{6}$$

which is (1). The Born term is the stiffness against a strain that moves every nucleus affinely. The covariance matrix is positive semidefinite, so its term can only lower the quadratic form $e^{\mathsf T}Ce$; it measures how the statistical weight shifts toward configurations whose energy the strain lowers.

Equation (6) holds at any $N$ and $T$ for the integral over the whole cell. For a solid the average is meant over one crystalline basin. The boundary of the basin may move with $\eta$, which adds surface terms to (5) proportional to the weight on the boundary, which is $e^{-\Delta/T}$ times a power of $1/T$ for a barrier $\Delta$. The formula applies to the basin when these are negligible.

### Stress–strain coefficients and the ideal gas

At finite $T$ and fixed cell the reference state is in general stressed, and then $C$ is not the slope of the true (Cauchy) stress $\sigma^{c}$ against strain. Let a further small symmetric strain $\delta\epsilon$ act on the deformed cell, $F\to(1+\delta\epsilon)F$. Then $F^{\mathsf T}F$ changes by $2F^{\mathsf T}\delta\epsilon F$ to first order, so $\delta\eta=F^{\mathsf T}\delta\epsilon F$. With the symmetric tensor $S(\eta)=V^{-1}\partial A/\partial\eta$, the change of free energy is $V\,\mathrm{tr}(S F^{\mathsf T}\delta\epsilon F)=V\,\mathrm{tr}(FSF^{\mathsf T}\delta\epsilon)$, and by definition of the Cauchy stress it equals $V\det F\;\mathrm{tr}(\sigma^c\delta\epsilon)$. Hence $\sigma^c=FSF^{\mathsf T}/\det F$. For $F=1+\epsilon$ with small symmetric $\epsilon$, first order gives $\eta=\epsilon$, $\det F=1+\mathrm{tr}\,\epsilon$ and $S=\sigma+C\epsilon$, so that

$$\sigma^c=\sigma+C\epsilon+\epsilon\sigma+\sigma\epsilon-\sigma\,\mathrm{tr}\,\epsilon .$$

For $\sigma=-P\,1$ this is $\sigma^c=-P\,1+C\epsilon-2P\epsilon+P\,1\,\mathrm{tr}\,\epsilon$. Taking $\epsilon=eE_1$, the $xx$ component grows by $(C_{11}-2P+P)e$ and the $yy$ component by $(C_{12}+P)e$. Taking $\epsilon=eE_4$, the $yz$ component grows by $(C_{44}-2P\cdot\tfrac12)e$. The slopes are

$$B_{11}=C_{11}-P,\qquad B_{12}=C_{12}+P,\qquad B_{44}=C_{44}-P.\tag{7}$$

For the ideal gas $U=0$, and (6) gives $P=NT/V$, $C_{11}=2P$, $C_{12}=0$, $C_{44}=P$. Then (7) gives $B_{44}=0$, no resistance to shear, and $B_{11}=B_{12}=P$, which is the isothermal bulk modulus $-V\,\partial P/\partial V$ of the gas. A coefficient $2NT/V$ in (6) would give the gas the shear modulus $P$.

### The limit $T\to0$ of each average

Let $X^0$ be the minimum of $U(X,0)$ and $x=X-X^0$ the $3N$-component displacement. Define, at $x=0$ and $e=0$,

$$H_{ab}=\frac{\partial^2U}{\partial x_a\partial x_b},\qquad \Lambda_{\alpha a}=\frac{\partial^2U}{\partial e_\alpha\partial x_a},\qquad M^{\alpha}_{ab}=\frac{\partial^3U}{\partial e_\alpha\partial x_a\partial x_b}.$$

Shifting all $\mathbf X_I$ by a vector $\boldsymbol\tau$ shifts all $\mathbf r_I$ by $F\boldsymbol\tau$, so $U(X,\eta)$ is unchanged at every $\eta$. Let $t$ be one of the three uniform translation patterns. Then $t_a\,\partial U/\partial x_a=0$ for all $x$ and $e$, and differentiating this identity with respect to $x_b$ or $e_\alpha$ gives

$$Ht=0,\qquad \Lambda t=0.\tag{8}$$

The integrands of all averages in (6) are independent of the three translation coordinates, whose integral cancels between numerator and denominator. What remains is the $(3N-3)$-dimensional space orthogonal to the translations. The assumption needed here is that $H$ is positive on it, with eigenvectors $v_\nu$ and eigenvalues $\lambda_\nu>0$. The pseudo-inverse is $H^+=\sum_\nu v_\nu v_\nu^{\mathsf T}/\lambda_\nu$.

Put $x=\sqrt T\,\xi$. The weight and the strain derivative expand as

$$e^{-(U-U^0)/T}=e^{-\xi H\xi/2}\left[1-\sqrt T\,u_3(\xi)+O(T)\right],\qquad U_\alpha=U^0_\alpha+\sqrt T\,\Lambda_\alpha\xi+\tfrac T2\,\xi M^\alpha\xi+\dots,$$

where $u_3$ is the cubic term of $U$ and the superscript 0 marks values at the minimum. In the Gaussian weight the amplitudes $v_\nu\cdot\xi$ are independent with variance $1/\lambda_\nu$, so $\langle\xi\xi^{\mathsf T}\rangle_0=H^+$, and every odd polynomial in $\xi$ averages to zero. The constant $U^0_\alpha$ drops out of the covariance. At order $T$ the covariance is $T\Lambda_\alpha H^+\Lambda_\beta^{\mathsf T}$. At order $T^{3/2}$ the candidates are $\langle(\Lambda_\alpha\xi)(\xi M^\beta\xi)\rangle_0$, of degree three, and $\langle(\Lambda_\alpha\xi)(\Lambda_\beta\xi)u_3\rangle_0$, of degree five, and both vanish. The mean $\langle U_\alpha\rangle-U^0_\alpha$ has no term in $\sqrt T$, so the product of two such means is $O(T^2)$. Therefore

$$\frac VT\,\mathrm{cov}(\sigma^U_\alpha,\sigma^U_\beta)=\frac{1}{VT}\,\mathrm{cov}(U_\alpha,U_\beta)=\frac1V\Lambda_\alpha H^+\Lambda^{\mathsf T}_\beta+O(T).\tag{9}$$

The stress variance falls like $T$ and the prefactor grows like $1/T$, so their product stays finite. By the same parity argument $\langle C^B\rangle=C^B(X^0)+O(T)$, and the kinetic term is linear in $T$. Configurations far from the minimum have energy at least some $\Delta'>0$ above $U^0$, while the normalizing integral scales as $T^{(3N-3)/2}$, so they contribute at most $e^{-\Delta'/T}$ times a power of $1/T$, which vanishes. Copies of the minimum made by permuting identical nuclei have the same $U_\alpha$, $U_{\alpha\beta}$ and $\Lambda H^+\Lambda^{\mathsf T}$ and change nothing. This proves (2).

For a component with $\Lambda_\alpha=0$ the leading fluctuation of $U_\alpha$ is the quadratic term. In the eigenbasis, with $\xi_\nu=g_\nu/\sqrt{\lambda_\nu}$ and unit Gaussians $g_\nu$, the pairing rule $\langle g_\mu g_\nu g_\rho g_\sigma\rangle=\delta_{\mu\nu}\delta_{\rho\sigma}+\delta_{\mu\rho}\delta_{\nu\sigma}+\delta_{\mu\sigma}\delta_{\nu\rho}$ holds, since it reproduces $\langle g^4\rangle=3$ and $\langle g_\mu^2g_\nu^2\rangle=1$ for $\mu\ne\nu$. The first pairing cancels against the product of means and the other two are equal, so the covariance term is $(T/2V)\,\mathrm{tr}(M^\alpha H^+M^\alpha H^+)$ to leading order, linear in $T$.

### The static correction

At $T=0$ the elastic constants are the curvature of $U_{\min}(e)=\min_xU(x,e)$. To second order in $x$ and $e$ jointly,

$$U=U^0+U^0_\alpha e_\alpha+\tfrac12U^0_{\alpha\beta}e_\alpha e_\beta+e_\alpha\Lambda_\alpha x+\tfrac12xHx .$$

Setting the gradient in $x$ to zero gives $Hx=-\Lambda^{\mathsf T}e$. This is solvable because the right side is orthogonal to the null space of $H$ by (8), and the solution without net translation is $x^*=-H^+\Lambda^{\mathsf T}e$. Substituting, and using $H^+HH^+=H^+$, the last two terms become $(-1+\tfrac12)\,e\Lambda H^+\Lambda^{\mathsf T}e$. Since $x^*$ is of order $e$, the omitted terms are of order $e^3$. The curvature is $U^0_{\alpha\beta}-\Lambda_\alpha H^+\Lambda_\beta^{\mathsf T}$, which after division by $V$ is the right side of (2). No use was made of $U^0_\alpha=0$, so the identity holds for a stressed cell.

Suppose the cell is made of $n$ primitive cells, with nuclei labelled by cell $m$ and basis index $\kappa$. A lattice translation followed by relabelling maps the strained crystal onto itself, so the strain-induced force $\Lambda_{\alpha,(m\kappa)}$ does not depend on $m$, and $H_{(m\kappa),(m'\kappa')}$ depends on $m-m'$ alone. On a pattern independent of $m$, $H$ acts as the zone-centre matrix $H^\Gamma_{\kappa\kappa'}=\sum_{m'}H_{(0\kappa),(m'\kappa')}$ and returns such a pattern, so $x^*$ is independent of $m$. The product $\Lambda H^+\Lambda^{\mathsf T}$ is then $n$ times its primitive-cell value, as is $V$. In (2) only zone-centre optical modes enter and the result does not depend on $n$, provided $H$ stays positive in the larger cell. For a polar insulator the usual periodic boundary conditions hold the macroscopic electric field at zero, so $H^\Gamma$ lacks the long-range term that stiffens longitudinal optical modes, and (2) is the elastic constant at fixed zero field. For a piezoelectric strain, an open-circuit sample, or a long sound wave whose internal displacement lies along its wave vector, is stiffer than (2). If a nucleus sits at an inversion centre of the crystal, a homogeneous strain preserves that centre, the force on the nucleus stays zero, and its components of $\Lambda$ vanish. When this holds for every nucleus, $C(0)=C^B$.

### Failure of the limit

If an optical eigenvalue $\lambda_\nu$ tends to zero while $\Lambda_\alpha v_\nu\neq0$, the term $(\Lambda_\alpha v_\nu)^2/\lambda_\nu$ grows without bound and $C_{\alpha\alpha}(0)$ turns negative before the mode itself is unstable. If two minima have equal energy and different stress and the average covers both, (6) still holds but (2) does not. Take one dimensionless coordinate with $U=W(x^2-1)^2+\lambda xe$. Then $U_e=\lambda x$, $U_{ee}=0$ and $\langle x\rangle=0$, so (5) gives $A_{ee}=-\lambda^2\langle x^2\rangle/T$. Integration by parts gives $\langle x\,\partial U/\partial x\rangle=T$, which with $y=x^2-1$ reads $4W\langle y^2+y\rangle=T$. To leading order each well is harmonic, $W\langle y^2\rangle=T/2$, hence $\langle y\rangle=-T/4W$ and

$$A_{ee}=-\frac{\lambda^2}{T}\left(1-\frac{T}{4W}+\dots\right),$$

which diverges as $T\to0$. Within one well the curvature of $U$ is $8W$ and (2) gives $-\lambda^2/8W$. For $W=\lambda=1$ eV the single-well value is $-0.125$ eV. Quadrature of $A(e)$ on a uniform grid over both wells, followed by a five-point second difference, gives $-115.8$ eV at 100 K and $-57.8$ eV at 200 K, close to doubling on halving $T$.

This part has derived the fluctuation formula (6) from the configuration integral and shown that, for a single nondegenerate minimum, it tends to (2) as $T\to0$, with the covariance term becoming the static internal-relaxation correction. It remains to reach both results again from phase space and the low-temperature free energy, to compare the assumptions of the two derivations, and to work through a diamond-lattice example.
